# Does a two-colour pyrometer remove emissivity errors in rapid thermal processing?

## Question

I measure wafer temperature during rapid thermal oxidation with a pyrometer at a single wavelength, 950 nm. As the oxide grows the emissivity changes, and the reading drifts even when the wafer temperature does not.

I am thinking of changing to a two-colour instrument working at 850 and 950 nm. My reasoning is that each signal is emissivity times blackbody radiance. The same film lies in front of both channels, so the emissivity should divide out of the ratio, and the reading should depend on temperature alone.

Is this right? If not, what has to stay constant, how large is the error when it does not, and is the two-colour reading at least better than the one I have now?

## Answer

What divides out is a factor common to both channels. The emissivity at 850 nm and the emissivity at 950 nm are two different numbers, and a growing film changes them by different factors. Their ratio stays in the signal, and the instrument interprets a change of that ratio as a change of temperature.

### What the instrument reads

Let $\lambda_1<\lambda_2$ be the two wavelengths, $e_1$ and $e_2$ the wafer's emissivities there, and $L_i(T)$ the blackbody radiance per unit wavelength. I assume narrow bands, an isothermal wafer, stable detectors and, for now, no stray light. The signals are

$$S_i=G_i\,e_i\,L_i(T),$$

where $G_i$ contains the optics and detector gain. Calibration fixes $G_1/G_2$ together with an emissivity ratio $\kappa=(e_1/e_2)_{\rm cal}$, taken as independent of temperature. The instrument reports the temperature $T_r$ for which

$$\frac{S_1}{S_2}=\frac{G_1}{G_2}\,\kappa\,\frac{L_1(T_r)}{L_2(T_r)}.$$

Inserting the actual signals and cancelling the gains gives

$$\frac{L_1(T_r)}{L_2(T_r)}=q\,\frac{L_1(T)}{L_2(T)},\qquad q=\frac{e_1/e_2}{\kappa}. \tag{1}$$

If $q=1$, then $T_r=T$ is a solution. To see that it is the only one, write Planck's law as $L_i\propto\lambda_i^{-5}/(e^{x_i}-1)$ with $x_i=c_2/(\lambda_iT)$ and $c_2=hc/k$. Since $dx_i/dT=-x_i/T$,

$$\frac{d\ln L_i}{dT}=-\frac{e^{x_i}}{e^{x_i}-1}\frac{dx_i}{dT}=\frac1T\,\frac{x_i}{1-e^{-x_i}}.$$

The function $x/(1-e^{-x})$ has the derivative $e^{-x}(e^x-1-x)/(1-e^{-x})^2$, which is positive for $x>0$. Because $x_1>x_2$, the radiance ratio $L_1/L_2$ rises steadily with temperature, and each value of it belongs to one temperature. The reading is therefore correct if and only if $q=1$. For $q>1$ it is too high, for $q<1$ too low.

The condition is thus that the emissivity ratio must equal the value built into the calibration. The emissivities themselves may change as much as they like, provided they change by the same factor.

Equation (1) does not have a solution for every $q$. At very high temperature $L_i\propto T\lambda_i^{-4}$, so $L_1/L_2$ approaches $(\lambda_2/\lambda_1)^4=1.56$ from below. An observed ratio above that corresponds to no temperature. At 1273 K the ratio is 0.430, so this limit is far away here.

### The size of the error

In the Wien regime, $x_i\gg1$, the $-1$ in Planck's denominator can be dropped. Then

$$\ln\frac{L_1}{L_2}=5\ln\frac{\lambda_2}{\lambda_1}-\frac{c_2}{T}\left(\frac1{\lambda_1}-\frac1{\lambda_2}\right)
=5\ln\frac{\lambda_2}{\lambda_1}-\frac{c_2}{\Lambda T},\qquad \Lambda=\frac{\lambda_1\lambda_2}{\lambda_2-\lambda_1}.$$

Take the logarithm of equation (1). The constant term cancels, leaving $-c_2/(\Lambda T_r)=\ln q-c_2/(\Lambda T)$, or

$$\boxed{\frac1{T_r}=\frac1T-\frac{\Lambda}{c_2}\ln q} \tag{2}$$

Multiplying $1/T-1/T_r$ by $TT_r$ gives $T_r-T=TT_r(\Lambda/c_2)\ln q$, which for small errors is $T^2(\Lambda/c_2)\ln q$.

Your present instrument solves $e_{2,\rm cal}L_2(T_s)=e_2L_2(T)$. With $\ln L_2=\text{const}-c_2/(\lambda_2T)$, the same steps give

$$\frac1{T_s}=\frac1T-\frac{\lambda_2}{c_2}\ln\frac{e_2}{e_{2,\rm cal}}. \tag{3}$$

The two laws have the same form, but the length $\lambda_2=950$ nm is replaced by $\Lambda=850\times950/100=8075$ nm, which is 8.5 times larger. At 1273 K a 1% change of emissivity shifts the one-colour reading by 1.1 K. A 1% change of the emissivity ratio shifts the two-colour reading by 9.1 K. The reason is that the ratio of the radiances at two neighbouring wavelengths varies only slowly with temperature, so a small false change of the ratio looks like a large change of temperature.

Comparing the errors in $1/T$, two colours are better than the single colour at $\lambda_2$ when $\Lambda|\ln q|<\lambda_2|\ln(e_2/e_{2,\rm cal})|$. Since $\lambda_2/\Lambda=\lambda_2/\lambda_1-1$, this means

$$|\ln q|<\left(\frac{\lambda_2}{\lambda_1}-1\right)\left|\ln\frac{e_2}{e_{2,\rm cal}}\right|. \tag{4}$$

For your wavelengths the bracket is 0.118. The logarithmic change of the ratio must be less than about 12% of that of the emissivity itself.

### Why an oxide changes the ratio

Consider a transparent film of index $n$ and thickness $d$ on an opaque substrate of index $n_s$, viewed at normal incidence. By Kirchhoff's law the emissivity equals the absorptance, here $e=1-|r|^2$ with $r$ the reflected amplitude.

At an interface from index $n_a$ to $n_b$, continuity of the tangential electric and magnetic fields requires $1+r_{ab}=t_{ab}$ and $n_a(1-r_{ab})=n_bt_{ab}$. Hence

$$r_{ab}=\frac{n_a-n_b}{n_a+n_b},\qquad t_{ab}=\frac{2n_a}{n_a+n_b}.$$

Label air 0, film 1 and substrate 2. Let $a$ and $b$ be the downward and upward amplitudes just below the film's top surface, for unit incident amplitude. A round trip through the film adds the phase $\varphi=4\pi nd/\lambda$, so

$$b=r_{12}e^{i\varphi}a,\qquad a=t_{01}+r_{10}b,\qquad r=r_{01}+t_{10}b.$$

With $r_{10}=-r_{01}$, the first two relations give $a=t_{01}/(1+r_{01}r_{12}e^{i\varphi})$. Using $t_{01}t_{10}=4n/(1+n)^2=1-r_{01}^2$ in the third,

$$r=r_{01}+\frac{(1-r_{01}^2)r_{12}e^{i\varphi}}{1+r_{01}r_{12}e^{i\varphi}}=\frac{r_{01}+r_{12}e^{i\varphi}}{1+r_{01}r_{12}e^{i\varphi}}.$$

Subtracting $|r|^2$ from 1, the cosine terms in the numerator cancel, and the rest factorizes:

$$e=\frac{(1-r_{01}^2)(1-r_{12}^2)}{1+r_{01}^2r_{12}^2+2r_{01}r_{12}\cos\varphi}. \tag{5}$$

The wavelength enters through $\varphi$. As the film grows, the shorter wavelength runs ahead in the interference cycle, and the two emissivities part.

### Numbers for a growing film

Take $n=1.45$, $n_s=4.0$ and $T=1273.15$ K (1000 °C). The indices are rough values in the regime of oxide on hot silicon. Both instruments are calibrated on the bare wafer, where $e_1=e_2=0.640$ in this model and so $\kappa=1$. The true temperature is held fixed while the film thickness varies. The errors below come from inverting Planck's law.

| Film (nm) | $e_1$ | $e_2$ | Two-colour error (K) | One-colour error (K) |
|---:|---:|---:|---:|---:|
| 50 | 0.693 | 0.682 | +14 | +7 |
| 100 | 0.826 | 0.795 | +35 | +24 |
| 150 | 0.903 | 0.897 | +6 | +37 |
| 200 | 0.806 | 0.862 | −59 | +33 |
| 250 | 0.679 | 0.739 | −72 | +16 |
| 300 | 0.641 | 0.653 | −17 | +2 |

For 100 nm the arithmetic runs as follows. The unrounded emissivities give $\ln q=\ln(e_1/e_2)=0.0372$, and equation (2) becomes

$$\frac1{T_r}=\frac1{1273.15}-\frac{8075}{1.4388\times10^7}\times0.0372=7.646\times10^{-4}\ \mathrm{K^{-1}},$$

so $T_r\approx1308$ K, an error of +35 K. For the single colour, $\ln(0.7954/0.6400)=0.217$. This is nearly six times larger than $\ln q$, but it is multiplied by 950 nm instead of 8075 nm, and the error is +24 K. Most of the emissivity change did divide out of the ratio; the amplified remainder is still the larger error.

Over films from 5 to 300 nm, in steps of 5 nm, the largest two-colour error is −76 K, at 235 nm. The largest one-colour error is +38 K, at 165 nm. Two colours win, in the sense of equation (4), from 125 to 175 nm and lose at the other thicknesses of this scan. In steps of 1 nm the range is 122 to 179 nm, or 122 to 181 nm if the errors are compared in kelvin.

### Why there is a good thickness near 155 nm

Equation (5) gives $e_1=e_2$ when $\cos\varphi_1=\cos\varphi_2$. From

$$\cos\varphi_1-\cos\varphi_2=-2\sin\frac{\varphi_1+\varphi_2}{2}\,\sin\frac{\varphi_1-\varphi_2}{2},$$

the first zero after $d=0$ occurs at $\varphi_1+\varphi_2=2\pi$, because the sum of the phases grows faster than their difference. Inserting the phases,

$$d=\frac{1}{2n(1/\lambda_1+1/\lambda_2)}=154.7\ \mathrm{nm}.$$

Here the two-colour error vanishes, while the one-colour error is +38 K. Below this thickness $\cos\varphi_1<\cos\varphi_2$. Since $r_{01}r_{12}>0$, that means $e_1>e_2$ and a reading that is too high. Above it the sign reverses, as the table shows. A trial on a film of just this thickness would make the instrument look immune, but the agreement would be an accident: about 5 nm to either side the error is already 6 to 7 K. The place of the zero also depends on the optical constants. With a substrate index of 4.1 at 850 nm and 4.0 at 950 nm and calibration on that bare wafer, the error vanishes at 159 nm, where $q=1$; the two emissivities themselves are then equal at 149 nm.

### Would closer wavelengths help?

It is tempting to bring the wavelengths together so that the emissivities have less room to differ. Write $f(\lambda)=\ln[e(\lambda)/e_{\rm cal}(\lambda)]$, so that $\ln q=f(\lambda_1)-f(\lambda_2)$. For a small separation $\Delta=\lambda_2-\lambda_1$ and smooth $f$, we have $\ln q\approx-\Delta f'(\lambda)$ and $\Lambda\approx\lambda^2/\Delta$. The separation cancels from the product:

$$\frac1{T_r}\to\frac1T+\frac{\lambda^2}{c_2}\frac{df}{d\lambda}. \tag{6}$$

The error tends to a finite value set by the spectral slope of the emissivity change. Meanwhile a fixed relative error in the measured ratio, from drift of the gains for example, is amplified without limit as $\Delta\to0$.

A very thin film shows this for your wavelengths. With $\cos\varphi\approx1-\varphi^2/2$, the denominator of (5) becomes $(1+r_{01}r_{12})^2-r_{01}r_{12}\varphi^2$, so to leading order

$$f=\frac{r_{01}r_{12}}{(1+r_{01}r_{12})^2}\,\varphi^2\propto\lambda^{-2}.$$

Then $\ln q=f(\lambda_2)\,[(\lambda_2/\lambda_1)^2-1]$, and the ratio of the two errors is

$$\frac{\Lambda\ln q}{\lambda_2f(\lambda_2)}=\frac{\lambda_1}{\lambda_2-\lambda_1}\cdot\frac{\lambda_2^2-\lambda_1^2}{\lambda_1^2}=1+\frac{\lambda_2}{\lambda_1}=2.118.$$

Inverting Planck's law for a 5 nm film gives 2.117. At the start of growth the two-colour reading thus drifts about twice as fast as the one you have now. Closer wavelengths lower the factor only towards 2. Both values assume indices that do not vary with wavelength; a substrate index of 4.1 at 850 nm and 4.0 at 950 nm raises the factor for your pair to 2.3.

### A ratio that is constant but wrong

"The ratio must remain constant" needs one qualification: constant at which value? Suppose the bare substrate has index 4.1 at 850 nm and 4.0 at 950 nm. Then $e_1/e_2=0.985$. If the instrument was calibrated on a blackbody, $\kappa=1$ and $q=0.985$ at every temperature in this model.

Equation (2) predicts a fixed offset in $1/T$, and the Planck inversion gives $8.37\times10^{-6}\ \mathrm{K^{-1}}$ at both 900 K and 1400 K. In kelvin the offset is not fixed: the errors are −7 K and −16 K. Subtracting a constant number of kelvin will therefore not correct a temperature ramp. Setting $\kappa$ to the wafer's own ratio will, as long as that ratio does not change.

### What happens under closed-loop control

If the controller holds the reading at $T_{\rm set}$, the error passes to the wafer with the opposite sign. Putting $T_r=T_{\rm set}$ in equation (2),

$$\frac1T=\frac1{T_{\rm set}}+\frac{\Lambda}{c_2}\ln q.$$

For a 250 nm film, $\ln q=-0.0839$. With the set point at 1273 K, the wafer settles at 1354 K, 81 K too hot, while the display shows the set point. This exceeds the 72 K reading error in the table because there the true temperature was fixed, whereas here the reading is.

### Where two colours do help

A window that becomes cloudy by the same factor at both wavelengths leaves $q=1$. If it halves both signals, the two-colour reading does not move, and the one-colour reading falls by 70 K. The same holds for a target that fills only part of the field of view, if the rest is dark. The method protects against grey losses, and whether a given disturbance is grey has to be established for the pair of wavelengths in use.

For a growing film, a reflecting chamber attacks the cause. Let a cold, parallel reflector of reflectance $R_c$ face the wafer. Emitted light returns and is reflected again by the wafer, each round trip contributing a factor $R_c(1-e)$. The sum over bounces is

$$e_{\rm eff}=e\sum_{m=0}^{\infty}[R_c(1-e)]^m=\frac{e}{1-R_c(1-e)},\qquad
\frac{d\ln e_{\rm eff}}{d\ln e}=\frac{1-R_c}{1-R_c+R_ce}.$$

The last expression is less than 1 for $R_c>0$, so emissivity changes are compressed. With $R_c=0.9$ at both wavelengths, and both instruments calibrated on the bare wafer in the same chamber, the errors for the 100 nm film fall from +35 to about +4 K for two colours and from +24 to about +3 K for one. The two-colour figure relies on equal reflectances: with 0.88 at 850 nm and 0.90 at 950 nm it is +10 K.

### How close is this to a real wafer?

The temperature and wavelengths suit rapid thermal oxidation of silicon. A short dry oxidation of a bare wafer may grow only 10 or 20 nm, depending on temperature and time, which is thinner than any film in the table. The errors in this model are then small: +0.6 K for two colours and +0.3 K for one at 10 nm, +2.4 K and +1.1 K at 20 nm. The films in the table stand for longer or wet oxidations, or for oxide already on the wafer. The optical constants are rough, so the errors in the table show the size of the effect and are not corrections to apply. For the 100 nm film I varied one assumption at a time, starting from a two-colour error of 34.8 K:

- The dispersive substrate described above, with calibration on the bare wafer, raises it to 39.6 K.
- A 30° view gives 33.8 K.
- Bands 20 nm wide leave it at 34.8 K, and so does weak substrate absorption with extinction coefficient 0.01 at both wavelengths. Unequal coefficients of 0.06 at 850 nm and 0.03 at 950 nm give 35.7 K.
- Lamp light from a 3000 K source gives 36.7 K if a fraction $10^{-5}$ of its radiance falls on the wafer in the direction that reflects into the detector. The wafer then sends on the fraction $10^{-5}(1-e)$. The calibration is made without lamp light.

With extinction coefficient 0.01 a 775 µm wafer has an optical depth of about 100 at 950 nm, so treating it as opaque is safe here. It would not be safe for lightly doped silicon that is cool and viewed beyond its absorption edge. The Planck correction to Wien's law is about $7\times10^{-6}$ of the radiance at 950 nm.

The surroundings of the wafer can matter as much as the film. Reflecting walls can reduce the error several-fold, as the chamber example shows, while lamp leakage adds an error of its own that grows with the leak: a fraction of $10^{-4}$ raises the two-colour error for the 100 nm film from 35 to 54 K, and on the more reflective bare wafer it gives an error of 57 K. Such small fractions presuppose that lamp light is strongly blocked or filtered. Lamps that hold a grey wafer at temperature must supply on average a fraction of order $(T/T_{\rm lamp})^4\approx0.03$, and if that reached the viewing direction the errors of both instruments would run to hundreds of kelvin. Roughness, temperature gradients, detector noise and multilayer stacks are not included in these figures.

For your oxidation step, then, changing to 850 and 950 nm would not remove the drift, and over most of the thicknesses considered here it would make it larger. Before relying on a two-colour reading, find $e_1/e_2$ over the film thicknesses and temperatures of the process and put its variation into equation (2). The numerical output below gives most of the values in more detail.

## Numbers as computed

```
Wavelengths: 850 and 950 nm; Lam = 8075 nm
Second radiation constant c2 = 1.438777e+07 nm K
True temperature = 1273.15 K
Film index = 1.45; substrate index = 4.00
Amplification Lam/950 nm = 8.500
Error per 1% ratio change = 9.10 K
Error per 1% emissivity change, 950 nm = 1.07 K
Two-colour win threshold lam2/lam1-1 = 0.1176
Upper limit of Planck ratio = 1.5603
Planck ratio at true temperature = 0.4303
Film nm | e(850) | e(950) | ln q | two-colour K | one-colour K
    0 | 0.6400 | 0.6400 | +0.0000 | +0.00 | -0.00
   50 | 0.6926 | 0.6823 | +0.0150 | +13.80 | +6.89
  100 | 0.8255 | 0.7954 | +0.0372 | +34.80 | +23.69
  150 | 0.9028 | 0.8969 | +0.0066 | +6.01 | +37.17
  200 | 0.8059 | 0.8622 | -0.0676 | -58.65 | +32.72
  250 | 0.6793 | 0.7388 | -0.0839 | -71.99 | +15.55
  300 | 0.6410 | 0.6530 | -0.0185 | -16.65 | +2.16
Largest two-colour error, 5-300 nm scan = -75.68 K at 235 nm
Largest one-colour error, 5-300 nm scan = +37.98 K at 165 nm
Two colours win from 125 to 175 nm (5 nm grid)
Thin-film error factor at 5 nm = 2.117; limit = 2.118
Equal-emissivity thickness = 154.69 nm; one-colour error there = +37.63 K
Window halves signals: two-colour error = 0.00 K; one-colour = -70.10 K
Dispersive bare wafer: e(850)/e(950) = 0.9852
Blackbody calibration at 900 K: error = -6.73 K; offset in 1/T = 8.3696e-06 1/K
Blackbody calibration at 1400 K: error = -16.22 K; offset in 1/T = 8.3705e-06 1/K
Controlled wafer, 250 nm film: true T = 1354.33 K; excess = +81.18 K
Effects for 100 nm film: two-colour error K | one-colour error K
  basic model: +34.80 | +23.69
  20 nm bands: +34.80 | +23.69
  index 4.1 at 850 nm: +39.61 | +23.69
  substrate k = 0.01: +34.77 | +23.73
  30 degree view: +33.78 | +21.21
  lamp leak 1e-5 at 3000 K: +36.74 | +23.96
  chamber reflectance 0.9: +4.10 | +3.15
Planck correction to Wien at 950 nm = 6.82e-06
Optical depth of 775 um wafer at 950 nm, k = 0.01 = 102.5
```
